# One-loop vacuum polarization in a static potential from the Dirac sea: a program that tests the result

```python
# Vacuum polarization: contact potential and nS shift (hbar = c = 1, loop mass m = 1).
# Result under test: Pi(q) -> (alpha/pi) q^2/(15 m^2) at low q, hence
#   dU(r) = -(4 alpha Zalpha / 15 m^2) delta^3(r),
#   dE(nS) = -(4 alpha/15 pi)(Zalpha)^4 m / n^3, relative error -(25 pi/64) beta.
# Symbols: q static momentum transfer; E, E' energies at p and p' = p+q; W = E+E';
# D = E'-E; s = W^2-q^2; v^2 = 1-4/s; T = Tr[Lam+(p') Lam-(p)];
# chi = 2 e^2 int d^3p/(2pi)^3 T/W = q^2 (C - Pi); beta = 1/(m a), a = Bohr radius
# of the state (beta = Zalpha for an electron). Pi is in units alpha/pi; the Uehling
# potential and the shifts are in units (alpha/pi) Zalpha m.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gamma as gamma_fn

pi = np.pi
rng = np.random.default_rng(1)

def gauss(lo, hi, panels, order):
    x, w = np.polynomial.legendre.leggauss(order)
    e = np.linspace(lo, hi, panels + 1)
    h = np.diff(e)[:, None] / 2
    return (e[:-1, None] + h * (x + 1)).ravel(), (h * w).ravel()

# ---- Dirac matrices: trace and kinematic range
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]
al = [np.kron(sig[0], s) for s in sig]
be = np.kron(sig[2], np.eye(2))
hD = lambda p: sum(p[i] * al[i] for i in range(3)) + be
En = lambda p: np.sqrt(p @ p + 1)
def T_formula(p, pp):
    q = pp - p
    return (q @ q - (En(pp) - En(p)) ** 2) / (2 * En(p) * En(pp))
def D_over_limit(p, q):
    W, D = En(p) + En(p + q), En(p + q) - En(p)
    return abs(D) / np.sqrt((q @ q) * (1 - 4 / (W * W - q @ q)))
for _ in range(50):
    p, q = 2 * rng.normal(size=3), 2 * rng.normal(size=3)
    w1, v1 = np.linalg.eigh(hD(p)); w2, v2 = np.linalg.eigh(hD(p + q))
    T = np.sum(abs(v2[:, w2 > 0].conj().T @ v1[:, w1 < 0]) ** 2)
    assert abs(T - T_formula(p, p + q)) < 1e-12
    assert abs(T - (1 - (p @ (p + q) + 1) / (En(p) * En(p + q)))) < 1e-12
    assert D_over_limit(p, q) <= 1 + 1e-12
    assert abs(D_over_limit(0.7 * q, q) - 1) < 1e-8

# ---- filled sea in the potential U0 (e^{iqr} + e^{-iqr}), by diagonalization
p0, qv, U0, N = np.array([0.3, -0.5, 0.2]), np.array([0.4, 0.3, 0.9]), 1e-4, 7
ps = [p0 + (k - N // 2) * qv for k in range(N)]
shift_op = np.kron(np.eye(N, k=1), np.eye(4))
H = U0 * (shift_op + shift_op.T).astype(complex)
for k in range(N):
    H[4 * k:4 * k + 4, 4 * k:4 * k + 4] = hD(ps[k])
w, vec = np.linalg.eigh(H)
occ = vec[:, w < 0]
n_diag = np.trace(occ.conj().T @ shift_op @ occ).real / U0
n_pert = -2 * sum(T_formula(ps[k], ps[k + 1]) / (En(ps[k]) + En(ps[k + 1])) for k in range(N - 1))
assert abs(n_diag / n_pert - 1) < 1e-5

# ---- polarization function by three roads
cs, wc = gauss(-1, 1, 1, 60)
def sea_integrand(p, q):
    p = p[:, None]
    E1 = np.sqrt(p * p + q * q / 4 - p * q * cs + 1)
    E2 = np.sqrt(p * p + q * q / 4 + p * q * cs + 1)
    W = E1 + E2
    D = 2 * p * q * cs / W
    return (q * q - D * D) / (2 * E1 * E2 * W * q * q)
def Pi_direct(q):
    t, wt = gauss(0, 1, 1, 200)
    p, dp = t / (1 - t), wt / (1 - t) ** 2
    E = np.sqrt(p * p + 1)[:, None]
    zero_q = (1 - (p[:, None] * cs / E) ** 2) / (4 * E ** 3)
    return -2 * (p * p * dp) @ (sea_integrand(p, q) - zero_q) @ wc
def Pi_spectral(q):
    return quad(lambda v: v * v * (3 - v * v) / 3 * q * q / (4 + q * q * (1 - v * v)), 0, 1, epsabs=1e-13)[0]
xs, wx = gauss(0, 1, 1, 120)
def Pi_feynman(q):
    return 2 * np.sum(wx * xs * (1 - xs) * np.log1p(xs * (1 - xs) * q * q))
print("Pi(q) in units alpha/pi: q/m, direct, spectral, q^2/15")
for q in (0.1, 0.3, 1.0, 3.0):
    d, s_, f = Pi_direct(q), Pi_spectral(q), Pi_feynman(q)
    assert abs(d - s_) < 1e-7 and abs(s_ - f) < 1e-10
    print(f"  {q:3.1f}  {d:.7f}  {s_:.7f}  {q*q/15:.7f}")
q = 0.05
assert abs(Pi_direct(q) / q**2 - (1 / 15 - q * q / 140)) < 1e-7
pc, wp = gauss(1000, 2000, 1, 30)
log_step = 2 * (pc * pc * wp) @ sea_integrand(pc, 1.0) @ wc
assert abs(log_step - 2 / 3 * np.log(2)) < 1e-5
print(f"growth of C on doubling cutoff = {log_step:.5f} alpha/pi")

# ---- Uehling potential on a radial grid
u, wu = gauss(0, 25, 50, 10)
tt = np.cosh(u)
wt_t = wu * (2 / 3) * (1 + 0.5 / tt**2) * np.sinh(u) ** 2 / tt**2
lr, wl = gauss(np.log(1e-8), np.log(30), 60, 10)
r = np.exp(lr); wr = wl * r
Ue = -(np.exp(-2 * np.outer(r, tt)) @ wt_t) / r
vol = 4 * pi * np.sum(wr * r * r * Ue)
r_mean = 4 * pi * np.sum(wr * r**3 * Ue) / vol
assert abs(vol / (-4 * pi / 15) - 1) < 1e-8
assert abs(r_mean / (25 * pi / 128) - 1) < 1e-8
assert abs(4 * pi * np.sum(wr * r**4 * Ue) / (-24 * pi / 140) - 1) < 1e-8
for q in (0.5, 2.0):
    ft = 4 * pi * np.sum(wr * r * Ue * np.sin(q * r)) / q
    assert abs(ft / (-4 * pi * Pi_feynman(q) / q**2) - 1) < 1e-7
print(f"-int U d^3r = {-vol/pi:.7f} alpha Zalpha/m^2")
print(f"mean radius of U = {r_mean:.5f} /m")

# ---- hydrogenic S functions, symbolically (units a = 1)
x = sp.symbols('x', positive=True)
for n in range(1, 5):
    P = sp.expand(sp.assoc_laguerre(n - 1, 1, 2 * x / n))
    uu = x * P * sp.exp(-x / n)
    res = -sp.diff(uu, x, 2) / 2 - uu / x + uu / (2 * n * n)
    assert sp.simplify(res * sp.exp(x / n)) == 0
    def mom(k):
        return sum(c * sp.factorial(j + k) * sp.Rational(n, 2) ** (j + k + 1)
                   for (j,), c in sp.Poly(P * P, x).terms())
    assert mom(0) / mom(2) == sp.Rational(2, n**3)
    assert P.subs(x, 0) ** 2 / mom(2) / 4 == sp.Rational(1, n**3)
# ---- Dirac 1S pair satisfies the radial equations (Zalpha = 3/5, gamma = 4/5)
za, gm = sp.Rational(3, 5), sp.Rational(4, 5)
G = x**gm * sp.exp(-za * x); F = (gm - 1) / za * G
assert sp.simplify((sp.diff(G, x) - G / x - (gm + 1 + za / x) * F) / G) == 0
assert sp.simplify((sp.diff(F, x) + F / x + (gm - 1 + za / x) * G) / G) == 0

# ---- level shifts
def full_shift(n, l, beta):
    R = lambda y: y**l * np.exp(-y / n) * eval_genlaguerre(n - l - 1, 2 * l + 1, 2 * y / n)
    norm = quad(lambda y: (R(y) * y) ** 2, 0, 40 * n, epsabs=1e-13, limit=200)[0]
    return np.sum(wr * r * r * Ue * R(beta * r) ** 2) * beta**3 / norm
contact = lambda n, beta: -4 / 15 * beta**3 / n**3
def momentum_1S(beta):
    f = lambda k: Pi_feynman(k) / (1 + k * k / (4 * beta * beta)) ** 2
    cuts = [0, beta, 10 * beta, 100 * beta, np.inf]
    return -2 / pi * sum(quad(f, a, b, epsabs=1e-14, epsrel=1e-9, limit=200)[0]
                         for a, b in zip(cuts, cuts[1:]))
def dirac_1S(beta):
    g = np.sqrt(1 - beta * beta)
    return np.sum(wr * Ue * r**(2 * g) * np.exp(-2 * beta * r)) * (2 * beta) ** (2 * g + 1) / gamma_fn(2 * g + 1)
slope = 25 * pi / 64
b = 1e-3
for n in (1, 2, 3):
    assert abs((1 - full_shift(n, 0, b) / contact(n, b)) / b / slope - 1) < 3e-3
assert abs(full_shift(2, 1, b) / (-b**5 / 560) - 1) < 3e-3
assert abs(dirac_1S(b) / full_shift(1, 0, b) - 1) < 1e-4
print(f"slope 25 pi/64 = {slope:.5f}")
print("beta, full/contact for 1S, 2S, and 1 - slope*beta")
for b in (0.001, 0.01, 0.1, 2.0):
    print(f"  {b:5.3f}  {full_shift(1,0,b)/contact(1,b):.5f}  {full_shift(2,0,b)/contact(2,b):.5f}  {1-slope*b:.5f}")
for b in (0.1, 2.0):
    assert abs(momentum_1S(b) / full_shift(1, 0, b) - 1) < 1e-6
assert full_shift(1, 0, 2.0) / contact(1, 2.0) < 0.3

# ---- worked example: hydrogen-like vanadium, point nucleus of infinite mass
Z, alpha = 23, sc.fine_structure
mc2 = sc.m_e * sc.c**2 / sc.e
hbarc = sc.hbar * sc.c / sc.e * 1e15
lam = hbarc / mc2
zal = Z * alpha
unit = alpha / pi * zal * mc2
a_fm = sc.physical_constants['Bohr radius'][0] * 1e15 / Z
strength = -4 * alpha * zal / 15 * hbarc * lam**2
dE = {n: -4 * alpha / (15 * pi) * zal**4 * mc2 / n**3 for n in (1, 2)}
psi0 = {n: 1 / (pi * a_fm**3 * n**3) for n in (1, 2)}
for n in (1, 2):
    assert abs(strength * psi0[n] / dE[n] - 1) < 1e-8
# diagonalization of Coulomb + Uehling in the basis r exp(-zeta r), units (Zalpha)^2 m
zeta = 2.0 ** np.arange(-3, 8)
sg = zeta[:, None] + zeta[None, :]
nrm = np.outer(2 * zeta**1.5, 2 * zeta**1.5)
S = nrm * 2 / sg**3
Hm = nrm * (np.outer(zeta, zeta) / sg**3 - 1 / sg**2
            - alpha / pi * ((1 / (sg[:, :, None] + 2 * tt / zal) ** 2) @ wt_t))
c0 = eigh(Hm, S)[1][:, 0]
dE_diag = ((c0 @ Hm @ c0) / (c0 @ S @ c0) + 0.5) * zal**2 * mc2
full1, full2, full2p = (unit * full_shift(n, l, zal) for n, l in ((1, 0), (2, 0), (2, 1)))
# the two differ by the second-order effect of U, of higher order in alpha
assert abs(dE_diag / full1 - 1) < 2e-3
assert abs(unit * momentum_1S(zal) / full1 - 1) < 1e-6
print("Example V22+: Z =", Z)
print(f"1/alpha = {1/alpha:.6f}")
print(f"Z alpha = {zal:.6f}")
print(f"(Z alpha)^4 = {zal**4:.6e}")
print(f"4 alpha/(15 pi) = {4*alpha/(15*pi):.6e}")
print(f"m c^2 = {mc2:.2f} eV")
print(f"hbar c = {hbarc:.6e} eV fm")
print(f"hbar/(m c) = {lam:.3f} fm")
print(f"a = a0/Z = {a_fm:.2f} fm")
print(f"mean radius of U = {r_mean*lam:.2f} fm")
print(f"contact strength = {strength:.5e} eV fm^3")
print(f"|psi_1S(0)|^2 = {psi0[1]:.5e} fm^-3")
print(f"|psi_2S(0)|^2 = {psi0[2]:.5e} fm^-3")
print(f"1S Bohr energy = {-0.5*zal**2*mc2:.2f} eV")
print(f"contact 1S = {dE[1]:.5f} eV")
print(f"contact 2S = {dE[2]:.5f} eV")
print(f"contact 1S / |Bohr energy| = {dE[1]/(0.5*zal**2*mc2):.3e}")
print(f"slope * Z alpha = {slope*zal:.5f}")
print(f"contact + next order 1S = {dE[1]*(1-slope*zal):.5f} eV")
print(f"Uehling, Schroedinger 1S = {full1:.5f} eV, ratio {full1/dE[1]:.4f}")
print(f"Uehling, Schroedinger 2S = {full2:.5f} eV, ratio {full2/dE[2]:.4f}")
print(f"diagonalization 1S = {dE_diag:.5f} eV")
print(f"Uehling, Schroedinger 2P = {full2p:.4e} eV")
print(f"leading 2P formula = {-alpha*zal**6*mc2/(560*pi):.4e} eV")
print(f"2P / 2S = {full2p/full2:.4e}")
print(f"Dirac gamma = {np.sqrt(1-zal**2):.6f}")
print(f"Uehling, Dirac 1S = {unit*dirac_1S(zal):.5f} eV, ratio {unit*dirac_1S(zal)/dE[1]:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Pi(q) in units alpha/pi: q/m, direct, spectral, q^2/15
  0.1  0.0006660  0.0006660  0.0006667
  0.3  0.0059429  0.0059429  0.0060000
  1.0  0.0604295  0.0604295  0.0666667
  3.0  0.3371472  0.3371472  0.6000000
growth of C on doubling cutoff = 0.46210 alpha/pi
-int U d^3r = 0.2666667 alpha Zalpha/m^2
mean radius of U = 0.61359 /m
slope 25 pi/64 = 1.22718
beta, full/contact for 1S, 2S, and 1 - slope*beta
  0.001  0.99877  0.99877  0.99877
  0.010  0.98786  0.98784  0.98773
  0.100  0.88897  0.88771  0.87728
  2.000  0.23624  0.21276  -1.45437
Example V22+: Z = 23
1/alpha = 137.035999
Z alpha = 0.167839
(Z alpha)^4 = 7.935470e-04
4 alpha/(15 pi) = 6.194185e-04
m c^2 = 510998.95 eV
hbar c = 1.973270e+08 eV fm
hbar/(m c) = 386.159 fm
a = a0/Z = 2300.77 fm
mean radius of U = 236.94 fm
contact strength = -9.61051e+09 eV fm^3
|psi_1S(0)|^2 = 2.61355e-11 fm^-3
|psi_2S(0)|^2 = 3.26693e-12 fm^-3
1S Bohr energy = -7197.41 eV
contact 1S = -0.25118 eV
contact 2S = -0.03140 eV
contact 1S / |Bohr energy| = -3.490e-05
slope * Z alpha = 0.20597
contact + next order 1S = -0.19944 eV
Uehling, Schroedinger 1S = -0.20723 eV, ratio 0.8250
Uehling, Schroedinger 2S = -0.02581 eV, ratio 0.8220
diagonalization 1S = -0.20725 eV
Uehling, Schroedinger 2P = -3.7163e-05 eV
leading 2P formula = -4.7381e-05 eV
2P / 2S = 1.4400e-03
Dirac gamma = 0.985814
Uehling, Dirac 1S = -0.22571 eV, ratio 0.8986
ALL CHECKS PASSED
```
